# Lorenz Ratio with Electron Collisions in a Single Parabolic Band

In a parabolic band the velocity of an electron is $\mathbf v=\hbar\mathbf k/m$, so the charge current is the total momentum multiplied by $-e/m$. Collisions between electrons that conserve momentum therefore cannot change the current. The energy current contains the sum of $\varepsilon\mathbf v$, which neither momentum conservation nor energy conservation fixes. Take two electrons with wave vectors $(2,0,0)$ and $(0,0,0)$ in some unit, and energy $\varepsilon=k^2$. They may scatter into $(1,1,0)$ and $(1,-1,0)$. The total wave vector stays at $(2,0,0)$ and the total energy at 4, but the sum of $\varepsilon k_x$ falls from 8 to 4.

Dimensional analysis then restricts the Lorenz ratio $L=\kappa/(\sigma T)$, where $\kappa$ is the thermal conductivity at zero charge current and $\sigma$ the electrical conductivity. Let impurities relax momentum in a time $\tau$, and let the electron collisions have an overall rate $\gamma$. In the linear Boltzmann equation for a steady, uniform flow these are the only two rates; $k_BT/\hbar$ does not enter as a separate one. At fixed $\mu/k_BT$, and with the relative probabilities of the different electron collisions also held fixed, the ratio of $L$ to its value $L_{\rm imp}$ without electron collisions can depend on the product $\tau\gamma$ alone. If the heat current decays as a single mode, its two decay rates add while the charge current keeps the rate $1/\tau$, and

$$\frac{L}{L_{\rm imp}}=\frac{1/\tau}{1/\tau+1/\tau_{\rm th}}=\frac{1}{1+\tau/\tau_{\rm th}} .\tag{1}$$

Here $\tau_{\rm th}$ is the thermal relaxation time due to electron collisions. What has to be shown is that the Boltzmann equation gives this form, what $\tau_{\rm th}$ is, and how far it may be treated as a constant.

The assumptions are these. The band is isotropic and parabolic, with energies measured from its edge. Electron collisions conserve momentum, so there is no umklapp. Impurities scatter elastically, with a momentum relaxation time $\tau$ that does not depend on energy. The flow is uniform, and phonons, Fermi-liquid corrections and quantum interference are left out. The electron charge is $-e$.

**The collision operator.** Let $f$ be the occupation of a state, equal for both spins. Two electrons in states 1 and 2 scatter into 3 and 4 with a rate $W$ that contains the conservation laws, is unchanged by exchanging 1 with 2 or 3 with 4, and is equal for the reverse process. The collision integral is

$$I_1=\sum_{234}W\left[f_3f_4(1-f_1)(1-f_2)-f_1f_2(1-f_3)(1-f_4)\right].$$

Write $r=f/(1-f)$. The bracket equals $(r_3r_4-r_1r_2)\prod_i(1-f_i)$. For the Fermi function $f^0$ one has $r=e^{-(\varepsilon-\mu)/k_BT}$, and energy conservation makes $r_3r_4=r_1r_2$, so equilibrium is stationary. Now set

$$f=f^0+w\varphi,\qquad w=f^0(1-f^0).$$

Since $d\ln r/df=1/[f(1-f)]$, the relative change of $r$ is $\varphi$ to first order. The difference $r_3r_4-r_1r_2$ becomes $r_1r_2(\varphi_3+\varphi_4-\varphi_1-\varphi_2)$, and changes of the prefactor do not matter because they multiply zero. Defining the linear operator $C$ by $I=-wC\varphi$ gives

$$w_1(C\varphi)_1=\sum_{234}WF\,(\varphi_1+\varphi_2-\varphi_3-\varphi_4),\qquad F=f^0_1f^0_2(1-f^0_3)(1-f^0_4).$$

The natural inner product is

$$\langle a|b\rangle=2\int\frac{d^3k}{(2\pi)^3}\,w\,a\,b ,$$

where the 2 counts spin. Multiply the previous equation by $\psi_1$ and sum over state 1. The product $WF$ is symmetric under $1\leftrightarrow2$ and under $(12)\leftrightarrow(34)$, while the bracket keeps its sign in the first exchange and reverses it in the second. Averaging over the four equivalent labellings gives

$$\langle\psi|C|\varphi\rangle=\tfrac14\sum_{1234}WF\,(\psi_1+\psi_2-\psi_3-\psi_4)(\varphi_1+\varphi_2-\varphi_3-\varphi_4).\tag{2}$$

Thus $C$ is symmetric, and $\langle\varphi|C|\varphi\rangle$ is a sum of non-negative terms. It vanishes for a quantity conserved in every collision: $1$, the three components of $\mathbf k$, and $\varepsilon$. I assume that there are no further conserved quantities of this kind. Because $\mathbf v$ is proportional to $\mathbf k$,

$$C v_x=0 .\tag{3}$$

**The driven state.** Let the field and the gradients point along $x$. The local Fermi function satisfies $\partial f^0/\partial\varepsilon=-w/k_BT$, and therefore

$$\partial_xf^0=\frac{w}{k_BT}\left[\partial_x\mu+(\varepsilon-\mu)\frac{\partial_xT}{T}\right].$$

The force $-eE$ adds $-eEv_x\,\partial f^0/\partial\varepsilon=+eEv_xw/k_BT$ to the left side of the Boltzmann equation. With $\mathcal E=E+\partial_x\mu/e$, the field that a voltmeter registers, the left side is

$$\frac{w}{k_BT}\,v_x\left[e\mathcal E+(\varepsilon-\mu)\frac{\partial_xT}{T}\right].$$

This drive is $v_x$ times a function of energy. Rotational symmetry keeps the response in the same class, and for such functions impurity scattering gives $-w\varphi/\tau$. Equating the two sides and dividing by $w$,

$$\left(\frac1\tau+C\right)\varphi=-\frac{v_x}{k_BT}\left[e\mathcal E+(\varepsilon-\mu)\frac{\partial_xT}{T}\right].\tag{4}$$

The thermal drive contains a part that merely pushes the whole gas. To separate it, choose an energy $h$ such that

$$q=(\varepsilon-h)v_x,\qquad \langle v_x|q\rangle=0,\qquad h=\frac{\langle v_x|\varepsilon v_x\rangle}{\langle v_x|v_x\rangle}.$$

Both inner products follow by parts from $wv_x=-(k_BT/\hbar)\,\partial f^0/\partial k_x$. With $\partial v_x/\partial k_x=\hbar/m$,

$$\langle v_x|v_x\rangle=\frac{k_BT}{\hbar}\,2\!\int\!\frac{d^3k}{(2\pi)^3}f^0\frac{\partial v_x}{\partial k_x}=\frac{nk_BT}{m},\tag{5}$$

where $n$ is the density. For the other one, $\partial(\varepsilon v_x)/\partial k_x=\hbar\varepsilon/m+\hbar v_x^2$, and the angular average of $v_x^2$ is $2\varepsilon/3m$. The sum is $5\hbar\varepsilon/3m$, so

$$\langle v_x|\varepsilon v_x\rangle=\frac{nk_BT}{m}\,\frac{5u}{3},\qquad h=\frac{5u}{3},$$

with $u$ the mean energy per electron. Since the pressure of this gas is $2nu/3$, $h$ is the enthalpy per electron, the energy carried by each electron when the gas drifts as a whole. The mode $q$ is what remains of the energy current after this drift has been removed.

Put $\varepsilon-\mu=(h-\mu)+(\varepsilon-h)$ into equation (4), and let $R=(1/\tau+C)^{-1}$. Equation (3) gives $Rv_x=\tau v_x$, hence

$$\varphi=-\frac{1}{k_BT}\left[\tau v_xX+Rq\,\frac{\partial_xT}{T}\right],\qquad X=e\mathcal E+(h-\mu)\frac{\partial_xT}{T}.\tag{6}$$

**Charge and heat.** The charge current is $J=-e\langle v_x|\varphi\rangle$. The second term of (6) does not contribute, because $R$ is symmetric and $\langle v_x|Rq\rangle=\tau\langle v_x|q\rangle=0$. Thus $J=(e\tau/k_BT)\langle v_x|v_x\rangle X$. At uniform temperature $X=e\mathcal E$, and with (5)

$$\sigma=\frac{e^2\tau}{k_BT}\langle v_x|v_x\rangle=\frac{ne^2\tau}{m}.\tag{7}$$

No property of $C$ survives except (3), so the result holds for any strength of the electron collisions and at any degeneracy. Zero current requires $X=0$, which fixes the Seebeck coefficient defined by $\mathcal E=S\,\partial_xT$:

$$S=-\frac{h-\mu}{eT}.$$

It too is independent of the electron collisions. Since $h-\mu$ is $T$ times the entropy per electron, $S$ is that entropy divided by the charge.

The heat current is $J_Q=\langle(\varepsilon-\mu)v_x|\varphi\rangle=\langle(h-\mu)v_x+q|\varphi\rangle$. When $J=0$, the part with $v_x$ vanishes and $\varphi$ contains only $Rq$. From $J_Q=-\kappa\,\partial_xT$,

$$\kappa=\frac{\langle q|R|q\rangle}{k_BT^2}.\tag{8}$$

Setting $C=0$ gives $R=\tau$ and $\kappa_{\rm imp}=\tau\langle q|q\rangle/k_BT^2$. Dividing by $\sigma T$ from (7),

$$L_{\rm imp}=\frac{1}{e^2T^2}\frac{\langle q|q\rangle}{\langle v_x|v_x\rangle}=\left(\frac{k_B}{e}\right)^2{\rm Var}(x),\qquad x=\frac{\varepsilon}{k_BT}.\tag{9}$$

The variance is taken with weight $x^{3/2}w$: a factor $x^{1/2}$ comes from the density of states and a factor $x$ from $v_x^2$. In the degenerate limit $x^{3/2}$ is constant across the thermal window. With $\xi=x-\mu/k_BT$ the normalised weight is $1/[4\cosh^2(\xi/2)]=e^{-\xi}/(1+e^{-\xi})^2$, which is even in $\xi$. Its expansion for $\xi>0$ is $\sum_{j\ge1}(-1)^{j+1}j\,e^{-j\xi}$, so

$${\rm Var}(x)=2\sum_{j\ge1}(-1)^{j+1}j\,\frac{2}{j^3}=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2}{3}.$$

This is the Sommerfeld value. In the opposite, dilute limit $w\to e^{\mu/k_BT}e^{-x}$, the weight is $x^{3/2}e^{-x}$, the mean of $x$ is $5/2$ and the mean square is $\tfrac72\cdot\tfrac52$. The variance is then $\tfrac{35}{4}-\tfrac{25}{4}=\tfrac52$. Equation (1) refers to $L_{\rm imp}$ at the same $\mu/k_BT$, and to the Sommerfeld value only for a degenerate gas.

**The thermal time.** Since $\sigma$ is unchanged, $L/L_{\rm imp}=\kappa/\kappa_{\rm imp}$. Suppose first that $q$ is an eigenmode, $Cq=\gamma q$. Then $Rq=q/(1/\tau+\gamma)$, and (8) gives (1) with the constant $\tau_{\rm th}=1/\gamma$. In general $q$ is a superposition of eigenmodes with rates $\gamma$ and normalised weights $p(\gamma)$. Denoting the average over $p$ by a bar, and writing $s=1/\tau$,

$$\frac{L}{L_{\rm imp}}=s\,\overline{\left(\frac{1}{s+\gamma}\right)}\equiv\frac{s}{s+1/\tau_{\rm th}} .\tag{10}$$

The second equality defines $\tau_{\rm th}$, and equation (1) then holds as it stands, but $\tau_{\rm th}$ may depend on $\tau$. How much it can vary follows from two averages,

$$\gamma_A=\overline{\gamma}=\frac{\langle q|C|q\rangle}{\langle q|q\rangle},\qquad \frac1{\gamma_H}=\overline{\left(\frac1\gamma\right)}=\frac{\langle q|C^{-1}|q\rangle}{\langle q|q\rangle}.$$

The inverse may be applied to $q$ because $q$ is orthogonal to $v_x$ by construction, and to $1$, $\varepsilon$, $k_y$ and $k_z$ by symmetry; I take both averages to be finite. The function $1/(s+\gamma)$ is convex in $\gamma$, so its average is at least its value at $\gamma_A$. Written in terms of $y=1/\gamma$, the same function is $y/(1+sy)$. This is concave, so its average is at most its value at $1/\gamma_H$. Therefore

$$\frac{1}{1+\tau\gamma_A}\le\frac{L}{L_{\rm imp}}\le\frac{1}{1+\tau\gamma_H}.\tag{11}$$

The law with a constant time $1/\gamma_A$ is thus a lower bound, and an equality when $q$ is an eigenmode.

Between the bounds the thermal rate moves in one direction. From (10), $1/\tau_{\rm th}=1/A-s$ with $A=\overline{1/(s+\gamma)}$. Differentiating, and using $dA/ds=-\overline{1/(s+\gamma)^2}$,

$$\frac{d}{ds}\frac1{\tau_{\rm th}}=\frac{\overline{1/(s+\gamma)^2}}{A^2}-1\ge0,$$

because a mean square is never smaller than the squared mean. A cleaner sample has a smaller $s$ and hence a longer thermal time, or an equal one when $q$ is an eigenmode. The temperature gradient creates a disturbance of the shape $q$. When impurities dominate, they remove it before electron collisions distort this shape, and the rate is the plain average $\gamma_A$. When electron collisions dominate, the fast components die out, the slow ones carry more of the heat, and the rate approaches $\gamma_H$.

In that second limit $\kappa\to\langle q|q\rangle/(k_BT^2\gamma_H)$, which no longer depends on impurities, while $\sigma$ keeps growing with $\tau$. The Lorenz ratio then falls as $1/\tau$. The thermal conductivity stays finite even though the total momentum hardly decays, because zero charge current forbids the drift that would carry energy without loss.

**A collision operator computed explicitly.** The size of the gap between the bounds depends on the interaction and on $\mu/k_BT$. For an estimate, take momenta on a cubic lattice, as in a periodic box, with energy $k^2$, $\mu=15$ and $k_BT=2.5$, so that $\mu/k_BT=6$. Let every collision of two electrons of opposite spin that conserves momentum and energy be equally probable. With 1309 momenta all collisions can be enumerated, and $C$ is a matrix. It has five null modes, the number expected from the conserved quantities. The nonlinear collision integral was tested for conservation of particle number, the $x$ component of momentum and energy in a strongly disturbed distribution, and its finite differences agree with the linear operator.

The full response to a field and a temperature gradient was then solved with zero current imposed. The results are:

| $\tau\gamma_A$ | lower bound | $L/L_{\rm imp}$ | upper bound | $1/(\tau_{\rm th}\gamma_A)$ |
|---|---|---|---|---|
| 0.1 | 0.909 | 0.910 | 0.916 | 0.989 |
| 1 | 0.500 | 0.513 | 0.523 | 0.949 |
| 10 | 0.091 | 0.098 | 0.099 | 0.919 |

The conductivity equals its impurity value in all three cases to the eight decimals printed. The ratio moves from the lower bound towards the upper one, as derived. The two average rates differ by about 9 percent, $\gamma_H/\gamma_A=0.913$; a coarser lattice of 619 momenta gives 0.923. For the same equally probable collisions in the continuum the ratio is 0.919 at $\mu/k_BT=6$. It is not typical of other degeneracies: it is about 0.98 in a dilute gas, 0.84 at $\mu/k_BT=15$, and tends to 0.80 in the degenerate limit, where the gap between the bounds is about twice as wide.

The thermal time is also not the relaxation time of a single momentum. If the occupation of one momentum alone is disturbed, equally for both spins, the disturbance at that momentum initially decays at a rate given by the diagonal element of $C$. Since $F/w_1=f^0_2(1-f^0_3)(1-f^0_4)/(1-f^0_1)$, this is the rate of scattering out of the state divided by $1-f^0_1$, leaving out collisions in which the two electrons merely swap momenta, since these cancel when both spins are disturbed equally. Averaged with the weight $wq^2$, it is $1.37\,\gamma_A$ on this lattice; the factor depends on the lattice spacing, being 1.33 for 619 momenta and 1.40 for 2103, and it reaches about 1.48 in the continuum. Using it in (1) at $\tau\gamma_A=1$ would give $1/2.37=0.42$ instead of 0.51. The single-momentum rate counts in full every collision that changes this occupation, whereas equation (2) counts a collision by how much it changes the total of $q$.

**Numbers for a model electron gas.** Take $m=0.1\,m_e$, $T=40$ K, $\mu/k_BT=6$, $\tau=10$ ps and $1/\gamma_A=10$ ps. The two times are chosen equal for illustration and are not derived from a material. This $\tau$ corresponds to a mobility of about $1.8\times10^5$ cm²/(V s), far above that of a bulk semiconductor doped to this density. A Born estimate with screened Coulomb scattering, dielectric constant 12 and one charged donor per electron gives $\tau\approx0.2$ ps and $1/\gamma_A\approx2$ ps, so electron collisions would lower $L$ by only roughly 8 percent. Donor scattering also depends on energy, so the reference value is then about $3.3\,(k_B/e)^2$ and not that of (9). The density is $4.42\times10^{23}\ {\rm m^{-3}}$ and the Fermi temperature 246 K, so the gas is degenerate but not deeply so. Equation (7) gives $\sigma=1.246\times10^6$ S/m. The mean energy is $4.0674\,k_BT$, hence $h=\tfrac53\times4.0674\,k_BT=6.779\,k_BT$, and $S=-0.779\,k_B/e=-67.1\ \mu$V/K.

The variance in (9) is 3.060, compared with $\pi^2/3=3.290$, and $L_{\rm imp}=2.273\times10^{-8}\ {\rm W\,\Omega/K^2}$. Without electron collisions,

$$\kappa_{\rm imp}=L_{\rm imp}\sigma T=2.273\times10^{-8}\times1.246\times10^{6}\times40=1.133\ {\rm W/(m\,K)} .$$

With the lattice factor for $\tau\gamma_A=1$, which assumes equally probable collisions, this becomes $0.513\times1.133=0.58$ W/(m K). The law with the constant time $1/\gamma_A$ gives 0.57 W/(m K), lower by about 2.5 percent of the lattice-based value. In the continuum the factor is 0.512 in place of 0.513, which makes this gap 2.4 percent and lowers $L$ below to $1.16\times10^{-8}\ {\rm W\,\Omega/K^2}$. The thermal time follows from (1) as $\tau_{\rm th}=10\ {\rm ps}/(1/0.513-1)=10.5$ ps.

The Lorenz ratio is $L=0.513\,L_{\rm imp}=1.17\times10^{-8}\ {\rm W\,\Omega/K^2}$, which is 0.48 of the Sommerfeld value $2.443\times10^{-8}\ {\rm W\,\Omega/K^2}$. Of this reduction, a factor 0.93 comes from the finite degeneracy and is present without any electron collisions; the factor 0.51 is their effect.

**Where the protection of the current ends.** Equation (7) needs both $Cv_x=0$ and a constant $\tau$. Suppose the impurity rate $s(\varepsilon)$ varies with energy. Without electron collisions $\varphi=-e\mathcal E v_x/(k_BTs)$, and $\sigma=(e^2/k_BT)\langle v_x|s^{-1}|v_x\rangle$. Very strong electron collisions force $\varphi=-av_x$, a common drift. Taking the inner product of the Boltzmann equation with $v_x$ removes $C$ and leaves $a\langle v_x|s|v_x\rangle=(e\mathcal E/k_BT)\langle v_x|v_x\rangle$, so that

$$\sigma=\frac{e^2}{k_BT}\frac{\langle v_x|v_x\rangle^2}{\langle v_x|s|v_x\rangle}.$$

By the Cauchy–Schwarz inequality this does not exceed the value without electron collisions. They do not destroy momentum, but they pass it to electrons that lose it faster to impurities. For a rate proportional to $1/(1+\varepsilon/\mu)$ on the same lattice, with electron collisions far stronger than impurity scattering, $\sigma$ drops by 1.8 percent. If $s=\bar s(1+\delta)$ with small $\delta$ of zero mean, the relative drop is the mean of $\delta^2$ to lowest order. For a smooth rate in a degenerate gas this is of order $(k_BT/\mu)^2$, so the correction fades on cooling.

In a nonparabolic band equation (3) itself fails. With $\varepsilon(1+\alpha\varepsilon)=k^2/2$ in units where $\hbar$ and the band-edge mass are 1, differentiation gives $\mathbf v=\mathbf k/(1+2\alpha\varepsilon)$. A collision that redistributes energy then changes $\mathbf v_1+\mathbf v_2$ at fixed $\mathbf k_1+\mathbf k_2$. In one collision computed for a strongly nonparabolic case the change is 38 percent of the initial magnitude of that sum; for the parabolic band it is zero to rounding error. Two bands of different mass break the link between current and momentum in the same way, and umklapp removes momentum from the electrons altogether. In a narrow channel momentum is also lost at the walls, a process absent from (4). In each of these cases $\sigma$ must be calculated together with $\kappa$, and the fall of $L$ can no longer be read from the thermal time alone. The remaining values are in the numerical output.

## Numbers as computed

```
LATTICE GAS (energy = k^2, dimensionless)
mu = 15.0, kB*T = 2.5, mu/(kB*T) = 6.0
momenta = 1309, pairs = 856086
null modes of the collision operator = 5
relative current change by collisions = 5.2e-17
decay rate of a finite heat mode / gamma_A = 1.000
gamma_H/gamma_A = 0.9126
gamma_H/gamma_A, coarser lattice = 0.9233
momenta in coarser lattice = 619
mean out-scattering rate / gamma_A = 1.370
tau*gamma_A | sigma ratio | lower | L/L_imp | upper | 1/(tau_th*gamma_A)
  0.1 | 1.00000000 | 0.9091 | 0.9100 | 0.9164 | 0.9886
  1.0 | 1.00000000 | 0.5000 | 0.5130 | 0.5229 | 0.9491
 10.0 | 1.00000000 | 0.0909 | 0.0982 | 0.0988 | 0.9188
sigma drop, energy-dependent impurity rate = 1.83 percent
ONE COLLISION, relative change of v1+v2
parabolic band: 7.4e-17
nonparabolic band: 0.3802
LORENZ RATIO WITHOUT ELECTRON COLLISIONS, in (kB/e)^2
mu/(kB*T) = 6: 3.0605; same on lattice: 3.0392
mu/(kB*T) = 20: 3.2621; 200: 3.2896
pi^2/3 = 3.2899
WORKED EXAMPLE
T = 40 K, mass = 0.1 m_e
tau = 10 ps, 1/gamma_A = 10 ps
density = 4.4224e+23 m^-3
Fermi temperature = 245.6 K
enthalpy per electron/(kB*T) = 6.7790
mean energy/(kB*T) = 4.0674
sigma = 1.2462e+06 S/m
Seebeck coefficient = -67.13 microvolt/K
kappa without electron collisions = 1.1329 W/(m K)
kappa with electron collisions = 0.5812 W/(m K)
kappa from simple law with 1/gamma_A = 0.5664 W/(m K)
thermal time tau_th = 10.536 ps
L without electron collisions = 2.2727 1e-8 W Ohm/K^2
L with electron collisions = 1.1660 1e-8 W Ohm/K^2
Sommerfeld value = 2.4430 1e-8 W Ohm/K^2
```
